# Wafer miscut for a 45° silicon mirror and its opposite wall: verification in Python

```python
"""
Result under test: a (001) silicon wafer whose normal is turned about [110]
by delta = theta - 45 deg, with tan(theta) = sqrt(2), has one {111} groove
wall at 45 deg and the opposite wall at 2*theta - 45 deg.

Symbols: theta = wall slope on an exact (001) wafer; delta = miscut;
alpha, beta = slopes of mirror wall and opposite wall from the wafer surface.
Crystal frame: axis = [110], across = [1,-1,0], up = [001], normalized.
Lengths in the atomistic test are in lattice constants; the device uses um.
"""
import itertools
import numpy as np
from scipy.optimize import brentq

axis = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
up = np.array([0.0, 0.0, 1.0])


def surface_normal(miscut, axis_error=0.0):
    tilt = np.cos(axis_error) * across + np.sin(axis_error) * axis
    return np.cos(miscut) * up + np.sin(miscut) * tilt


def angle(a, b):
    return np.arctan2(np.linalg.norm(np.cross(a, b)), np.dot(a, b))


# Select groove walls from all eight {111} normals.
walls = []
for signs in itertools.product((-1, 1), repeat=3):
    candidate = np.array(signs) / np.sqrt(3)
    if abs(candidate @ axis) < 1e-12 and candidate @ up > 0:
        walls.append(candidate)
assert len(walls) == 2
wall_a, wall_b = sorted(walls, key=lambda v: -(v @ across))

# Derived formulas.
theta = np.arctan(np.sqrt(2))
delta = np.arctan(3 - 2 * np.sqrt(2))
alpha = theta - delta
gradient_b = (9 + 4 * np.sqrt(2)) / 7
beta = np.arctan(gradient_b)

# Compare with angles between lattice vectors and a numerical root search.
assert abs(angle(up, wall_a) - theta) < 1e-12
limit = np.pi / 2 - theta
roots = []
scan = np.linspace(-limit, limit, 402)
for wall in (wall_a, wall_b):
    def mismatch(x, wall=wall):
        return angle(surface_normal(x), wall) - np.pi / 4
    for lo, hi in zip(scan[:-1], scan[1:]):
        if mismatch(lo) * mismatch(hi) < 0:
            roots.append(brentq(mismatch, lo, hi, xtol=1e-14))
assert len(roots) == 2
assert np.allclose(sorted(roots), [-delta, delta], atol=1e-11)
normal = surface_normal(delta)
assert abs(angle(normal, wall_b) - beta) < 1e-12
for x in (-0.4, 0.1, 0.3):
    n = surface_normal(x)
    assert abs(angle(n, wall_a) - (theta - x)) < 1e-12
    assert abs(angle(n, wall_b) - (theta + x)) < 1e-12
between_walls = np.pi - angle(wall_a, wall_b)
assert abs(between_walls - (np.pi - 2 * theta)) < 1e-12


def neighbour_count(present, rows):
    p = present.astype(np.int8)
    above, below = np.roll(p, -1, 0), np.roll(p, 1, 0)
    even = 2 * above + np.roll(below, 1, 1) + np.roll(below, -1, 1)
    odd = 2 * below + np.roll(above, 1, 1) + np.roll(above, -1, 1)
    return np.where(rows % 2 == 0, even, odd)


def atomistic_etch(miscut, opening):
    """Diamond lattice projected along [110], with true bond multiplicity."""
    rows = np.arange(-400, 81)[:, None]
    columns = np.arange(-320, 321)[None, :]
    y, z = columns / (2 * np.sqrt(2)), rows / 4
    height = np.cos(miscut) * z + np.sin(miscut) * y
    lateral = np.cos(miscut) * y - np.sin(miscut) * z
    site = (columns + rows // 2) % 2 == 0
    present = site & ~((height > 0) & (abs(lateral) < opening / 2))
    silicon = site & (height <= 0)
    silicon[[0, -1], :] = False
    silicon[:, [0, -1]] = False
    for _ in range(3000):
        count = neighbour_count(present, rows)
        removed = present & silicon & (count <= 2)
        if not removed.any():
            break
        present[removed] = False
    else:
        raise RuntimeError("atomistic etch did not finish")
    band = (present & silicon & (count == 3)
            & (height < -10) & (height > -70))
    slopes = []
    for shift in (-2, 2):
        face = band & ~np.roll(present, shift, 1)
        assert face.sum() > 50
        line = np.polyfit(lateral[face], height[face], 1)
        slopes.append(np.arctan(abs(line[0])))
    void = site & ~present
    depth = -height[void].min()
    level = void & (abs(height + 40) < 0.5)
    return slopes, depth, np.ptp(lateral[level])


opening_cells = 120.0
flat_slopes, _, _ = atomistic_etch(0.0, opening_cells)
cut_slopes, cut_depth, cut_width = atomistic_etch(delta, opening_cells)
assert np.allclose(flat_slopes, [theta, theta], atol=1e-7)
assert np.allclose(cut_slopes, [alpha, beta], atol=1e-7)
cot_sum = 1 / np.tan(alpha) + 1 / np.tan(beta)
v_cells = opening_cells / cot_sum
width_cells = opening_cells - 40 * cot_sum
# Mask corners and lattice rows blur lengths by one to two cells.
assert abs(cut_depth - v_cells) < 2
assert abs(cut_width - width_cells) < 2

# Reflection of a beam parallel to the wafer and across the groove.
miscut_error = np.radians(0.5)


def reflected_error(error):
    n = surface_normal(delta + error)
    incoming = -np.cross(n, axis)
    if incoming @ wall_a > 0:
        incoming = -incoming
    outgoing = incoming - 2 * (incoming @ wall_a) * wall_a
    return angle(outgoing, n)


assert reflected_error(0.0) < 1e-12
beam_error = reflected_error(miscut_error)
assert abs(beam_error - 2 * miscut_error) < 1e-12

# Device example: rough rates for hot aqueous KOH.
width, depth, length = 250.0, 100.0, 2000.0
floor_rate, wall_rate = 1.0, 0.01
etch_time = depth / floor_rate
floor_width = width - depth * cot_sum
v_depth = width / cot_sum
mirror_length = depth / np.sin(alpha)
retreat = wall_rate * etch_time
undercut_a = retreat / np.sin(alpha)
undercut_b = retreat / np.sin(beta)

# Undercut from intersection of a shifted wall with the wafer surface.
for slope, expected in ((alpha, undercut_a), (beta, undercut_b)):
    wall_normal = np.array([np.sin(slope), np.cos(slope)])
    hit = np.linalg.solve(np.array([wall_normal, [0.0, 1.0]]),
                          np.array([-retreat, 0.0]))
    assert abs(-hit[0] - expected) < 1e-10

# Pessimistic tilt: top retreats for the full time, foot not at all.
tilt = np.arctan(wall_rate / floor_rate * np.sin(alpha))
face_normal = np.array([np.sin(alpha), np.cos(alpha)])
top = -retreat * face_normal
foot = np.array([depth / np.tan(alpha), -depth])
run, rise = foot - top
assert abs(alpha - np.arctan2(-rise, run) - tilt) < 1e-12

# Mask rotation: extent of the rotated rectangle across [110].
mask_error = np.radians(0.1)
wide = length * np.sin(mask_error) + width * np.cos(mask_error)
corners = [a * length / 2 * np.sin(mask_error)
           + b * width / 2 * np.cos(mask_error)
           for a in (-1, 1) for b in (-1, 1)]
assert abs(np.ptp(corners) - wide) < 1e-10

# Miscut axis not exactly along [110].
axis_error = np.radians(1.0)
n_error = surface_normal(delta, axis_error)
slope_change = angle(n_error, wall_a) - alpha
edge_a = np.cross(n_error, wall_a)
edge_b = np.cross(n_error, wall_b)
edge_angle = angle(edge_a, edge_b)
edge_angle = min(edge_angle, np.pi - edge_angle)
edge_formula = np.sin(delta) * np.sin(axis_error) * cot_sum
assert abs(edge_angle / edge_formula - 1) < 1e-3
width_drift = length * np.tan(edge_angle)

deg = np.degrees
print(f"Wall slope on exact (001) wafer: {deg(theta):.4f} deg")
print(f"Angle between the two walls: {deg(between_walls):.4f} deg")
print(f"Sum of wall slopes: {deg(alpha + beta):.4f} deg")
print(f"Largest miscut without overhang: {deg(limit):.4f} deg")
print(f"Required miscut: {deg(delta):.4f} deg")
print(f"Tangent of miscut: {np.tan(delta):.5f} (no unit)")
print(f"Mirror wall slope: {deg(alpha):.4f} deg")
print(f"Opposite wall slope: {deg(beta):.4f} deg")
print(f"Opposite wall gradient: {gradient_b:.4f} (no unit)")
print(f"Atomistic slopes, exact wafer: {deg(flat_slopes[0]):.4f}, "
      f"{deg(flat_slopes[1]):.4f} deg")
print(f"Atomistic slopes, miscut wafer: {deg(cut_slopes[0]):.4f}, "
      f"{deg(cut_slopes[1]):.4f} deg")
print(f"Atomistic mask opening: {opening_cells:.0f} lattice constants")
print(f"Atomistic V depth: {cut_depth:.1f} lattice constants")
print(f"Formula V depth: {v_cells:.1f} lattice constants")
print(f"Atomistic width at depth 40: {cut_width:.1f} lattice constants")
print(f"Formula width at depth 40: {width_cells:.1f} lattice constants")
print(f"Mask opening: {width:.0f} um")
print(f"Groove depth: {depth:.0f} um")
print(f"Groove length: {length:.0f} um")
print(f"Floor etch rate (rough): {floor_rate:.2f} um/min")
print(f"{{111}} etch rate (rough): {wall_rate:.2f} um/min")
print(f"Etch time: {etch_time:.0f} min")
print(f"Sum of wall cotangents: {cot_sum:.4f} (no unit)")
print(f"Flat floor width: {floor_width:.1f} um")
print(f"Depth of closed V: {v_depth:.1f} um")
print(f"Mirror length down the slope: {mirror_length:.1f} um")
print(f"Wall retreat along its normal: {retreat:.2f} um")
print(f"Mask undercut at mirror: {undercut_a:.2f} um")
print(f"Mask undercut at opposite wall: {undercut_b:.2f} um")
print(f"Pessimistic mirror tilt: {deg(tilt):.3f} deg")
print(f"Assumed miscut error: {deg(miscut_error):.2f} deg")
print(f"Resulting beam error: {deg(beam_error):.2f} deg")
print(f"Assumed mask rotation: {deg(mask_error):.2f} deg")
print(f"Opening widened by mask rotation: {wide - width:.2f} um")
print(f"Assumed miscut-axis error: {deg(axis_error):.2f} deg")
print(f"Mirror slope change from axis error: {deg(slope_change):.4f} deg")
print(f"Angle between upper wall edges: {deg(edge_angle):.3f} deg")
print(f"Width drift along groove: {width_drift:.2f} um")
print("checks complete")
```

It prints:

```
Wall slope on exact (001) wafer: 54.7356 deg
Angle between the two walls: 70.5288 deg
Sum of wall slopes: 109.4712 deg
Largest miscut without overhang: 35.2644 deg
Required miscut: 9.7356 deg
Tangent of miscut: 0.17157 (no unit)
Mirror wall slope: 45.0000 deg
Opposite wall slope: 64.4712 deg
Opposite wall gradient: 2.0938 (no unit)
Atomistic slopes, exact wafer: 54.7356, 54.7356 deg
Atomistic slopes, miscut wafer: 45.0000, 64.4712 deg
Atomistic mask opening: 120 lattice constants
Atomistic V depth: 80.6 lattice constants
Formula V depth: 81.2 lattice constants
Atomistic width at depth 40: 60.3 lattice constants
Formula width at depth 40: 60.9 lattice constants
Mask opening: 250 um
Groove depth: 100 um
Groove length: 2000 um
Floor etch rate (rough): 1.00 um/min
{111} etch rate (rough): 0.01 um/min
Etch time: 100 min
Sum of wall cotangents: 1.4776 (no unit)
Flat floor width: 102.2 um
Depth of closed V: 169.2 um
Mirror length down the slope: 141.4 um
Wall retreat along its normal: 1.00 um
Mask undercut at mirror: 1.41 um
Mask undercut at opposite wall: 1.11 um
Pessimistic mirror tilt: 0.405 deg
Assumed miscut error: 0.50 deg
Resulting beam error: 1.00 deg
Assumed mask rotation: 0.10 deg
Opening widened by mask rotation: 3.49 um
Assumed miscut-axis error: 1.00 deg
Mirror slope change from axis error: 0.0017 deg
Angle between upper wall edges: 0.250 deg
Width drift along groove: 8.72 um
checks complete
```
